# Weak-Laser Clicks and the Test for Single-Photon Sensitivity

**The argument under review**

The manuscript describes a niobium nitride nanowire on a silicon waveguide, operated at low bias current and illuminated by 1550 nm laser pulses. The authors attenuate the laser to a mean of \(\mu=0.1\) photons per pulse in the waveguide. At a pulse rate of \(10^7\) per second they find about 494 clicks per second after subtracting 10 dark clicks per second. They then argue as follows: at \(\mu=0.1\), 95% of the pulses that are not empty contain one photon, so the clicks are caused by single photons, and the detector is single-photon sensitive.

The percentage is right, but the conclusion does not follow. The question is what a detector that ignores single photons would have done in the same experiment.

**What attenuation does to the pulses**

An attenuator does not turn a laser pulse into a one-photon state. Let \(a^\dagger\) create a photon in the pulse mode. A coherent state of amplitude \(\alpha\) is

\[
|\alpha\rangle=e^{-|\alpha|^2/2}e^{\alpha a^\dagger}|0\rangle .
\]

An attenuator of transmission \(T\) acts as a beam splitter whose second output \(b\) is discarded, with \(a^\dagger\to\sqrt T\,a^\dagger+\sqrt{1-T}\,b^\dagger\). The two creation operators commute, so the exponential factorizes. Since \(|\alpha|^2=T|\alpha|^2+(1-T)|\alpha|^2\), the normalization factorizes too:

\[
|\alpha\rangle_a|0\rangle_b\to|\sqrt T\alpha\rangle_a\,|\sqrt{1-T}\,\alpha\rangle_b .
\]

The transmitted light is again coherent, with \(\mu=T|\alpha|^2\). Its photon-number probabilities are Poissonian,

\[
p_n=e^{-\mu}\frac{\mu^n}{n!}.
\]

I assume that the optical phase is random from pulse to pulse. Averaging \(e^{i(n-m)\phi}\) over \(\phi\) removes all terms with \(n\ne m\), so the detector enters only through \(c_n\), its click probability for \(n\) photons:

\[
P(\mu)=e^{-\mu}\sum_{n=0}^{\infty}c_n\frac{\mu^n}{n!}. \tag{1}
\]

The detector is taken to recover fully between pulses.

**Where the inference fails**

The manuscript's 95% is a probability conditional on the pulse not being empty:

\[
\frac{p_1}{1-p_0}=\frac{\mu e^{-\mu}}{1-e^{-\mu}}=0.951 .
\]

The claim concerns pulses that produced a click. By Bayes' rule, the one-photon share of those is

\[
\frac{c_1p_1}{P(\mu)} .
\]

This contains \(c_1\), the quantity the experiment was meant to establish. If \(c_1=0\), the share is zero however rare the multiphoton pulses are.

Nor are they too rare here. The probability of two or more photons is

\[
p_{\ge2}=1-e^{-\mu}(1+\mu)=0.00468 ,
\]

which at \(10^7\) pulses per second means about 46,800 such pulses each second. A detector that responds to about 1% of them, and to no one-photon pulse, gives the reported rate.

**What the low-flux behaviour reveals**

Insert \(e^{-\mu}=1-\mu+\mu^2/2-\dots\) into Eq. (1) and collect powers. The linear term receives \(c_1\) from the sum and \(-c_0\) from the exponential. The quadratic term receives \(c_2/2\), \(-c_1\) and \(c_0/2\). Hence

\[
P=c_0+(c_1-c_0)\mu+\tfrac12(c_2-2c_1+c_0)\mu^2+O(\mu^3). \tag{2}
\]

Let dark clicks occur independently of the light with probability \(d\) per pulse, and let \(s_n\) be the click probability due to light, with \(s_0=0\). Silence requires both causes to be absent, so \(c_n=1-(1-d)(1-s_n)\). Then \(c_0=d\) and

\[
c_1-c_0=(1-d)s_1 .
\]

After subtraction of \(P(0)\), the linear coefficient therefore vanishes if and only if \(s_1=0\), given \(d<1\). In that case \(c_1=c_0\), and the quadratic coefficient is \((c_2-c_0)/2=(1-d)s_2/2\). A detector with \(s_1=0\) and \(s_2>0\) has a net click probability proportional to \(\mu^2\) at low flux. No microscopic model is needed for this exponent.

**Two detectors that agree at one flux**

A model is needed for the size of the signal. Consider first a one-photon detector of efficiency \(\eta_1\). It stays silent on \(n\) photons with probability \((1-\eta_1)^n\), so that, without dark clicks,

\[
P_1=1-e^{-\mu}\sum_n\frac{[\mu(1-\eta_1)]^n}{n!}=1-e^{-\eta_1\mu}. \tag{3}
\]

Consider next a strip of length \(L\) that absorbs each photon with probability \(\eta\) and clicks when two absorbed photons land within a distance \(s\) of each other. The number \(k\) of absorbed photons has the distribution

\[
\sum_{n\ge k}e^{-\mu}\frac{\mu^n}{n!}\binom nk\eta^k(1-\eta)^{n-k}
=e^{-\mu}\frac{(\eta\mu)^k}{k!}\sum_{j\ge0}\frac{[\mu(1-\eta)]^j}{j!}
=e^{-x}\frac{x^k}{k!},
\]

with \(j=n-k\) and \(x=\eta\mu\).

Take the landing positions as uniform and independent. For silence, the ordered positions \(z_1<\dots<z_k\) must have gaps of at least \(s\). The shifted variables \(y_j=z_j-(j-1)s\) are then merely ordered, within a length \(L-(k-1)s\). The shift preserves volume, so the allowed volume is \([L-(k-1)s]^k/k!\), out of a total \(L^k/k!\). With \(r=s/L\), the click probability for \(k\) absorbed photons is

\[
b_k=1-[1-(k-1)r]^k ,
\]

as long as \((k-1)r\le1\), and \(b_k=1\) beyond that. In particular \(b_0=b_1=0\), and a pair cooperates with probability \(b_2=q=2r-r^2\). Therefore

\[
P_2=e^{-x}\left(\frac{q x^2}{2}+\frac{b_3x^3}{6}+\dots\right)
=\frac{q x^2}{2}\left[1-x\left(1-\frac{b_3}{3q}\right)+O(x^2)\right]. \tag{4}
\]

Taking the logarithm and applying \(x\,d/dx\) gives the local slope on a log-log plot:

\[
\frac{d\ln P_2}{d\ln\mu}=2-x\left(1-\frac{b_3}{3q}\right)+O(x^2). \tag{5}
\]

If any two absorbed photons suffice wherever they land, then \(r=1\), \(q=b_3=1\), and the slope is \(2-2x/3\). For a short reach, \(r\ll1\), both \(b_3\) and \(3q\) approach \(6r\), and the linear correction nearly cancels: three photons form three pairs, each with its own small chance of cooperating.

Take \(L=5000\) nm, \(s=100\) nm and \(\eta=0.5\). Then \(r=0.020\) and \(q=0.0396\). At \(\mu=0.1\), \(x=0.05\) and

\[
P_2\approx\tfrac12(0.0396)(0.05)^2=4.95\times10^{-5}.
\]

The full sum over \(k\) gives \(4.94\times10^{-5}\), or 494 clicks per second, as in the manuscript. Of these clicks, 91% come from two-photon pulses, the rest from pulses with more photons, and none from one-photon pulses.

A one-photon detector gives the same rate if its efficiency is

\[
\eta_1=-\frac{\ln(1-P_2)}{\mu}=4.94\times10^{-4}.
\]

For that detector, 90% of the clicks do come from one-photon pulses. The single reported rate cannot distinguish the two cases.

Now attenuate tenfold, to \(\mu=0.01\), with bias, wavelength, pulse length and pulse rate unchanged. The one-photon detector falls to 49.4 clicks per second and the pair detector to 4.95. The rates that coincided now differ by a factor of 9.99.

**The slope must be taken after dark subtraction**

At the lower flux the pair signal is smaller than the dark rate of 10 per second. The slope between the two settings, from raw rates, is

\[
\log_{10}\frac{494.25+10}{4.95+10}=1.53,
\]

whereas the net rates give \(\log_{10}(494.25/4.95)=2.00\). The raw value could be misread as a mixture of one- and two-photon response. Here it is produced entirely by dark clicks.

To find the statistical error, let \(N_1\), \(N_2\) and \(D\) be the counts at high flux, at low flux and with the laser blocked, in runs of equal duration. The estimated slope is \(\ln[(N_1-D)/(N_2-D)]/\ln10\). Its derivatives with respect to the three counts, multiplied by \(\ln10\), are \(1/S_1\), \(-1/S_2\) and \(1/S_2-1/S_1\), where \(S_i=N_i-D\). Poisson counts have variance equal to their mean, so

\[
\sigma^2=\frac{1}{(\ln10)^2}\left[\frac{N_1}{S_1^2}+\frac{N_2}{S_2^2}+D\left(\frac1{S_2}-\frac1{S_1}\right)^2\right].
\]

For 600 s per setting, \(N_2\approx8970\), \(D\approx6000\) and \(S_2\approx2970\). The low-flux and dark runs dominate, and \(\sigma\approx\sqrt{8970+6000}/(2970\times2.303)\approx0.02\). Half an hour of counting therefore separates slope 2 from slope 1.

The slope needs only the ratio of the two fluxes, not their absolute values. If the logarithm of that ratio is wrong by \(\delta\), a quadratic signal shows a slope error of \(2\delta/\ln10\). A 5% attenuator error shifts the slope by about 0.04, more than the counting error.

**When one flux is enough**

It would be wrong to say that clicks from a weak laser can never prove one-photon sensitivity. Since no \(c_n\) exceeds 1, Eq. (1) gives

\[
P\le c_0e^{-\mu}+c_1\mu e^{-\mu}+p_{\ge2},
\]

and therefore

\[
c_1\ge\frac{P-c_0e^{-\mu}-p_{\ge2}}{\mu e^{-\mu}}. \tag{6}
\]

If the right side exceeds the dark probability \(c_0\), there are more clicks than dark events and multiphoton pulses can supply, and one-photon pulses must contribute. This reading needs Poissonian light and negligible stray light. Bunched light has a larger \(p_{\ge2}\): for single-mode thermal light at \(\mu=0.1\) it is \(\mu^2/(1+\mu)^2=0.0083\), so an ideal pair detector, inserted into Eq. (6) with the Poisson value, would falsely show \(c_1\ge0.04\). A one-photon pulse can also click by pairing with a stray photon. With a mean of \(b\) stray photons in the cooperation window (treated below), the strip model passes the test for \(\mu<2q\eta^2b\), about \(8\times10^{-7}\) for \(b=4\times10^{-5}\), although its \(s_1\) is zero.

Suppose the manuscript's detector had shown a one-photon efficiency of 0.5. With dark clicks negligible, Eq. (3) gives \(P_1=1-e^{-0.05}=0.0488\) at \(\mu=0.1\), and Eq. (6) gives

\[
c_1\ge\frac{0.0488-0.0047}{0.0905}\approx0.49 .
\]

That single measurement would have settled the matter. The reported probability, \(4.94\times10^{-5}\), lies far below \(p_{\ge2}=0.00468\), so the bound is negative and says nothing.

For a weak one-photon detector, \(P_1\approx\eta_1\mu\) must exceed \(p_{\ge2}\approx\mu^2/2\), which requires \(\mu<2\eta_1\). With \(\eta_1=4.94\times10^{-4}\), the bound becomes conclusive only below \(\mu\approx9.9\times10^{-4}\), where the signal is about 5 clicks per second. Unlike the slope, this criterion needs an absolute calibration of \(\mu\).

**What a measured slope does not settle**

A slope near 2 over a finite range does not show that \(s_1\) is zero. Let each absorbed photon also have a small probability \(p_1'\) of triggering a click alone. To leading order in both processes,

\[
P\approx p_1'\eta\mu+\tfrac12q\eta^2\mu^2 .
\]

The terms are equal at \(\mu_\times=2p_1'/(q\eta)\). Factoring out \(q\eta^2/2\) leaves \(P\propto\mu_\times\mu+\mu^2\), so the local slope is

\[
\frac{\mu_\times+2\mu}{\mu_\times+\mu}.
\]

For \(p_1'=10^{-5}\), \(\mu_\times=2\times10^{-5}/0.0198=1.01\times10^{-3}\). The slope is 1.99 at \(\mu=0.1\), 1.50 at \(\mu_\times\), and 1.09 at \(\mu=10^{-4}\). Between \(\mu=0.1\) and 0.01 the average slope is \(\log_{10}[(0.01+0.000101)/(0.0001+0.0000101)]=1.96\), only about two counting errors below 2. The proposed run would barely notice this channel, although at low enough flux it dominates.

A linear signal has its own trap. Suppose independent, steady stray light brings a mean of \(b\) photons close enough in time to a laser pulse to cooperate with a photon from it. Per pulse, the mean number of pairs made of two laser photons is \(\mu^2/2\), and that of pairs made of one laser and one stray photon is \(b\mu\). Pairs of two stray photons form at a rate that does not depend on \(\mu\), so a run with the laser blocked measures them and subtraction removes them. The remaining signal is proportional to \(\mu^2+2b\mu\), with slope

\[
\frac{2\mu+2b}{\mu+2b}.
\]

This tends to 1 for \(\mu\ll b\), because a laser photon can pair with a stray one. Dark subtraction does not remove the cross term. For \(10^6\) stray photons per second in the waveguide and a hotspot lifetime of 20 ps, the stray photon may come before or after the pulse. The window is then 40 ps, \(b=4\times10^{-5}\), and the two terms are equal at \(\mu=2b=8\times10^{-5}\). At \(\mu=0.01\) the slope is still 1.99.

The source statistics matter as well. To leading order the pair signal is \(\tfrac12q\eta^2\langle n(n-1)\rangle\). Both members of a pair survive an attenuator with probability \(T^2\), so this average scales as \(T^2\) for any source, provided it is finite and nonzero. For Poissonian light it equals \(\mu^2\). For single-mode thermal light, with \(p_n=(1-z)z^n\) and \(z=\mu/(1+\mu)\), it is \(2z^2/(1-z)^2=2\mu^2\). The signal doubles while the exponent stays 2. Slow laser noise of 5% rms multiplies the signal by \(1+0.05^2=1.0025\). The flux should be changed with the attenuator, at fixed laser current, so that the source statistics are not changed with it.

**The claim must name a wavelength**

In atomic units, \(\hbar=1\) and the photon energy is \(\omega=2\pi c/\lambda\). If a click required a sharply defined absorbed energy \(E_{\rm th}\), the number of photons needed would be the smallest integer not below \(E_{\rm th}/\omega\). At 1550 nm the photon energy is 0.80 eV, so a threshold of 1.20 eV requires two photons. At 775 nm each photon carries 1.60 eV, and one is enough. Within this idealization, the same nanowire at the same bias is a pair detector at one wavelength and a single-photon detector at the other. The comparison concerns the wire alone: silicon, with a band gap of about 1.1 eV, absorbs 775 nm light, so the wire would have to be illuminated directly and not through a long silicon waveguide.

**How the model compares with a real nanowire**

The wavelength, an operating temperature of 2.5 K and a hotspot lifetime of tens of picoseconds are rough typical values for niobium nitride nanowire detectors. The pair reach of 100 nm is a round model value, and the strip is shorter than many waveguide devices, which run to tens of micrometres. At fixed \(\eta\) and \(s\), a tenfold longer strip lowers \(q\), and with it the pair rate, about tenfold, without changing the exponent. Absorption that decays along the guide raises the pair signal by 4%, and a Gaussian pulse with a full width at half maximum of 10 ps lowers it by 0.1%. For exponential recovery with a time constant of 10 ns, and 100 ns between pulses, the chance of a click times the unrecovered fraction is \(2\times10^{-9}\). Radiation at 300 K in one guided mode over a 100 nm band around 1550 nm brings about 0.5 photons per second, far below the assumed stray light. This presumes a filter: the same mode carries about 240 photons per second if wavelengths up to 2000 nm pass, about \(10^4\) up to 2400 nm, and about \(7\times10^5\) up to 3000 nm. The thermal energy at 2.5 K, \(2\times10^{-4}\) eV, is small beside the photon energy. The low-flux slope is sensitive to the assumed strict need for two photons: a one-photon trigger probability of only \(10^{-5}\) already lowers the slope to 1.5 near \(\mu=10^{-3}\). The model omits the hotspot's internal dynamics and variation across the strip width, so its absolute rates are estimates for this model, not predictions for the authors' device.

**Requested revision**

The authors should report net click probability against attenuator transmission, at several settings over at least one decade, at fixed bias, wavelength and laser current, with a dark run of comparable length and an estimate of stray light. A net slope of 1, at fluxes well above the stray-light crossover but with \(\mu\) well below 1, would support their claim. The second condition matters because a pair detector also passes through slope 1 when its response levels off. A small click probability does not exclude this, since the detector may respond to only a small fraction of multiphoton pulses. A small \(\mu\) does: because \(\mu\,dp_n/d\mu=(n-\mu)p_n\), the local net slope is the mean photon number of the pulses that cause light-induced clicks, minus \(\mu\). If \(s_1=0\), that is at least \(2-\mu\). A slope that stays close to 2 at every setting in this low-flux range would indicate that pair detection dominates there, and would set an upper limit on the one-photon response. An average slope of 2 between only two settings is weaker evidence, because a mixture of one- and three-photon response can imitate it. Until then, the data support the statement that the device clicks under weak pulses at 1550 nm, but not that one photon is sufficient. The numerical output below lists the main values used in this comparison.

## Calculated quantities

```
wavelength: 1550 nm; photon energy: 0.7999 eV
model energy threshold: 1.20 eV
photons needed at 1550 nm: 2
photons needed at 775 nm: 1
strip length: 5000 nm; pair reach: 100 nm
absorption probability eta: 0.50
length ratio r: 0.020; pair cooperation q: 0.0396
pulse rate: 1.0e+07 1/s; dark rate: 10.0 1/s
dark clicks per pulse: 1.00e-06
P(n>=2) at mu=0.1: 0.00468
one-photon share of nonempty pulses: 0.9508
pair detector, click share from n=1: 0.0000
pair detector, click share from n=2: 0.9062
one-photon detector, click share from n=1: 0.9049
matched one-photon efficiency: 4.9426e-04
mu=0.1: one-photon P=4.9425e-05, pair P=4.9425e-05
  rates: 494.25, 494.25 1/s
  quadratic law for pair P: 4.9500e-05
mu=0.01: one-photon P=4.9426e-06, pair P=4.9493e-07
  rates: 49.43, 4.95 1/s
  quadratic law for pair P: 4.9500e-07
one-photon/pair ratio at mu=0.01: 9.987
pair local slope at mu=0.1: 1.9985
two-point slope, raw: 1.528; net: 1.999
run time per setting: 600 s; slope error: 0.018
absolute bound conclusive below mu: 9.892e-04
thermal light: factor 2.000, slope 2.000
laser noise 0.05 rms: pair factor 1.0025
one-photon leak p1: 1.0e-05; crossover mu: 1.010e-03
  leaky detector slope at mu=1.00e-01: 1.988
  leaky detector slope at mu=1.01e-03: 1.500
  leaky detector slope at mu=1.00e-04: 1.090
nonuniform absorption, pair factor: 1.0381
pulse width: 10 ps; hotspot life: 20 ps
finite pulse length, pair factor: 0.9991
stray rate: 1.0e+06 1/s; mean in window: 4.0e-05
stray-light crossover mu: 8.0e-05
recovery time: 10 ns; period: 100 ns
click chance times unrecovered fraction: 2.2e-09
300 K photons, one mode, 100 nm band: 0.46 1/s
thermal energy at 2.5 K: 2.15e-04 eV
```
